# Cavity left when a hole closes first at its mouth

## Problem

A straight circular hole of uniform diameter $D=100$ nm is coated by atomic layer deposition. In a zone at the mouth the film grows by $g_m=0.11$ nm per cycle. On the wall and floor below this zone it grows by $g_b=0.10$ nm per cycle. Growth per cycle means thickness added normal to the surface. Both rates stay constant until the mouth closes, and nothing grows inside afterwards.

(a) Show that closure traps a cavity 9.1 nm wide. Check that the whole number of cycles in a real process does not upset this value.

(b) Find how the width depends on the two rates, and how sensitive it is to an error in their ratio.

(c) The mouth zone is 50 nm long, with a sharp change of rate at its lower end, and the part below it, the body, is 1000 nm long. Find the shape of the cavity's roof and the cavity's length.

(d) The rates cannot stay constant if precursor no longer reaches the body. Find the body width when the mouth opening is $w$. Estimate the opening at which the deep end starves for alumina grown from trimethylaluminium and water at 500 K, with 0.1 Torr of trimethylaluminium in pulses of 1 s.

(e) Suppose that a cycle adds a fixed volume of film per current wall area, instead of a fixed thickness. Estimate the change in the cavity width.

## Solution

### (a) Width at closure

The film grows inward from the whole circumference, so a diameter loses one film thickness at each of its two ends. After $N$ cycles the mouth opening $w$ and the body width $d$ are

$$
w=D-2g_mN,\qquad d=D-2g_bN .
$$

The mouth closes when $w=0$, which gives

$$
N_c=\frac{D}{2g_m}=\frac{100}{2\times0.11}=454.5\ \text{cycles}.
$$

The film in the body is then

$$
g_bN_c=\frac{Dg_b}{2g_m}=0.10\times454.5=45.45\ \text{nm}
$$

thick. Subtracting it twice from the initial diameter leaves the cavity width

$$
c=D-2g_bN_c=D-2g_b\frac{D}{2g_m}=D\left(1-\frac{g_b}{g_m}\right).
$$

With the given numbers,

$$
c=100\left(1-\frac{0.10}{0.11}\right)=100\,(1-0.9091)=9.09\ \text{nm}\approx 91\ \text{Å}.
$$

This is the required 9.1 nm. It is the diameter of the straight part of the cavity.

The value $N_c$ is not an integer. After 454 whole cycles the mouth is still open by $100-454\times0.22=0.12$ nm, and the body is $100-454\times0.20=9.20$ nm wide. Cycle 455 closes the mouth. If the body received all of that cycle's growth, its width would be 9.00 nm. The continuous result lies between these two values, so counting whole cycles shifts the width by about 0.1 nm at most.

### (b) Dependence on the rates

Let $\rho=g_b/g_m$, so that $c=D(1-\rho)$. Doubling both rates halves the number of cycles but leaves the cavity unchanged, because the width depends on the ratio alone.

The limits show where the formula applies. For $\rho\to1$ the mouth and body close together and $c\to0$. For $\rho\to0$ the mouth seals an uncoated hole and $c\to D$. For $\rho>1$ the formula gives a negative width: the body would close before the mouth, so the assumed order of events fails.

The width is a small difference between two large lengths, $D$ and $\rho D$. Differentiating at fixed $D$,

$$
dc=-D\,d\rho=-D\rho\,\frac{d\rho}{\rho}.
$$

A one percent increase in the ratio therefore narrows the cavity by $100\times0.9091\times0.01=0.91$ nm, which is a tenth of its width. To predict $c$ to within ten percent, one must know the ratio of the rates to within one percent.

A second case shows the same sensitivity. If the mouth rate is 0.12 nm per cycle and the body rate stays at 0.10 nm per cycle, then $c=100(1-0.10/0.12)=16.67$ nm. A rise of 0.01 nm per cycle at the mouth has widened the cavity by more than 80 percent.

The cavity's share of the original cross-section is $(c/D)^2=0.0909^2$, or 0.83 percent. A small unfilled area thus corresponds to a width that is nine percent of the original one.

### (c) Roof and length

Within the mouth zone the film surface is a cylinder that shrinks uniformly, so in this model the whole zone closes at the same moment. Just below it the surface cannot jump from one film thickness to the other. The faster film at the boundary also serves as a surface from which film grows down into the body.

Take a section through the axis. Let $x$ be the distance from the original wall and $y$ the distance below the lower end of the mouth zone. On the line $y=0$, the film reaches the point $x'$ after $x'/g_m$ cycles. From then on, growth from that point into the body advances at $g_b$, and after $N$ cycles it has covered the radius

$$
g_b\left(N-\frac{x'}{g_m}\right)=\frac{g_b}{g_m}\,(g_mN-x').
$$

This radius is proportional to the distance from $x'$ to the leading point $x=g_mN$. All the circles therefore touch one straight line through that leading point. Let the normal to this line make an angle $\alpha$ with the $x$ direction. The distance from $(x',0)$ to the line is $(g_mN-x')\cos\alpha$, and equating it to the radius gives

$$
\cos\alpha=\frac{g_b}{g_m}=0.9091,\qquad \alpha=24.6^\circ .
$$

The line itself is

$$
x\cos\alpha+y\sin\alpha=g_bN,
$$

since at $y=0$ it gives $x=g_bN/\cos\alpha=g_mN$, as it must. At closure $g_bN_c=(D/2)\cos\alpha$. Dividing the equation of the line by $\cos\alpha$ then gives

$$
x=\frac D2-y\tan\alpha .
$$

The open radius, measured from the axis, is

$$
r=\frac D2-x=y\tan\alpha .
$$

The roof is a cone with its tip on the axis at the lower end of the mouth zone. It meets the straight part where $r=c/2$, at the depth

$$
y_*=\frac{c}{2\tan\alpha}
=\frac D2\,\frac{(1-\cos\alpha)\cos\alpha}{\sin\alpha}
=\frac{Dg_b}{2g_m}\tan\frac{\alpha}{2}.
$$

The second form uses $c=D(1-\cos\alpha)$, and the third uses $(1-\cos\alpha)/\sin\alpha=\tan(\alpha/2)$. Numerically, $y_*=45.45\times\tan12.3^\circ=9.9$ nm.

The floor carries a film as thick as that on the body wall. The length of the cavity on its axis, from the tip of the cone to the floor film, is therefore $1000-45.45=954.5$ nm. The cavity is a long thin channel, and the 9.1 nm describes only its width.

These results were tested by solving for the arrival time of the film surface on a 1 nm grid, in a hole with a 50 nm mouth zone and a body shortened to 150 nm. Closure was identified as the moment when the open space in the body lost its connection to the outside. This gave 454.55 cycles, a width of 9.09 nm, a floor film of 45.45 nm and a roof radius of 2.29 nm at $y=5$ nm. The cone formula gives $5\tan\alpha=2.29$ nm. For the mouth rate of 0.12 nm per cycle, the same calculation gave a width of 16.67 nm, as found in (b).

### (d) When the supply fails before closure

**Width at a finite opening.** From $w=D-2g_mN$, the number of cycles is $N=(D-w)/(2g_m)$. Inserting this in the body width,

$$
d=D-\frac{g_b}{g_m}(D-w)=c+\frac{g_b}{g_m}\,w .
$$

If growth in the body stops while the mouth is still open by $w$, the width left there exceeds $c$ by $0.909\,w$. The result of (a) is the limit in which the supply lasts until $w=0$.

Molecular size alone prevents this limit from being reached. Treat the precursor as a sphere roughly 0.6 nm across, which cannot pass a smaller opening. The body width at that opening is $9.09+0.909\times0.6=9.64$ nm.

**Supply through the neck.** A stronger restriction comes from the number of molecules that can enter during one pulse. Their mean free path at the stated pressure and temperature is about 300 µm if only collisions among precursor molecules are counted; a carrier gas such as 1 Torr of nitrogen would shorten it to about 40 µm. Either value is far more than the hole diameter, so inside the hole the molecules collide with the walls and hardly ever with other gas molecules. Kinetic theory gives the flux onto a surface,

$$
J=\frac{p}{\sqrt{2\pi m k_BT}}=1.85\times10^5\ \text{nm}^{-2}\,\text{s}^{-1},
$$

where $p$ is the precursor pressure and $m$ the molecular mass.

Each precursor molecule brings one aluminium atom, and each Al$_2$O$_3$ unit needs two. With a rough film density $\rho_f=3.0$ g/cm³ and molar mass $M$ of Al$_2$O$_3$, the uptake per wall area in one cycle is

$$
s=\frac{2g_b\rho_fN_A}{M}=3.54\ \text{nm}^{-2}.
$$

Let $h=50$ nm be the length of the neck, $L=1000$ nm that of the body, and $a_m=\pi w^2/4$ and $a_b=\pi d^2/4$ their open areas. A molecule entering the neck gets through with a probability approximated by

$$
W=\frac{1}{1+3h/(4w)} .
$$

This tends to one for a short neck and to the long-tube value $4w/(3h)$ for a long one. Suppose that molecules stick on first contact with uncoated wall and bounce diffusely off coated wall. The coated region then ends at a front, at depth $\ell$ in the body. Adding the flow resistances of the neck and of the coated part of the body, the number of molecules arriving at the front per second is

$$
I=\frac{J}{R_n+\dfrac{3\ell}{4d\,a_b}},\qquad
R_n=\frac{1}{a_m}\left(1+\frac{3h}{4w}\right).
$$

To advance the front by $d\ell$ takes $s\pi d\,d\ell$ molecules, where the first $d$ is the width and $d\ell$ is the increment of depth. Hence

$$
s\pi d\,\frac{d\ell}{dt}=I .
$$

Separating the variables and integrating from $\ell=0$ to $L$ gives the time needed to coat the whole body wall:

$$
t=\frac{s\pi d}{J}\int_0^L\left(R_n+\frac{3\ell}{4d\,a_b}\right)d\ell
=\frac{s\pi d}{J}\left(R_nL+\frac{3L^2}{8d\,a_b}\right).
$$

The floor and the neck wall, whose areas are small, are left out. The length $L$ is kept at 1000 nm, although the floor film shortens the body by about four percent, and the flared entrance that film on the outer surface adds to the neck is ignored. The deep end starts to starve when $t$ equals the pulse length. Solving $t=1$ s numerically, with $d=c+0.909\,w$, gives

$$
w=3.64\ \text{nm},\qquad d=9.09+0.909\times3.64=12.40\ \text{nm}.
$$

This calculation treats the molecules as points. Subtracting their size of 0.6 nm from both widths in the flow resistances would raise $w$ and $d$ at the onset by roughly 0.6 nm each. In view of this and the other approximations, only an opening of about 4 nm and a body width of 12 to 13 nm carry meaning; the further digits serve the check that follows. Inserting these values shows what limits the flow. The open areas are $a_m=10.4$ nm² and $a_b=121$ nm². The neck term is $R_nL\approx1.09\times10^3$ nm$^{-1}$ and the body term is about $0.25\times10^3$ nm$^{-1}$. The prefactor is $s\pi d/J\approx7.5\times10^{-4}$ nm s, and the product is 1.0 s. The neck accounts for about four fifths of the coating time.

From this point each pulse coats a shorter part of the body. The deep end stays about 12 nm wide, a third more than in (a), while wall nearer the neck continues to receive film for some cycles. A longer pulse postpones the onset, but the cost rises steeply as the mouth narrows. At an opening of 0.6 nm the same formula, which treats molecules as points, already asks for 131 s.

The transmission formula is itself approximate. For this neck it gives 0.0884, whereas solving the equations for diffuse exchange between the wall rings gives 0.0831. The simple formula is thus about six percent too high relative to that solution, and starvation would begin at a slightly larger opening.

### (e) Fixed volume per wall area

In a narrow hole, a given volume of film per wall area makes a thicker layer than on a flat surface, because the layer lies on the inside of a curved wall. Let $r$ be the open radius before a cycle, $r'$ the radius after it, and $g$ the growth on a flat surface. Equating volumes per unit length,

$$
\pi(r^2-r'^2)=2\pi r g
\quad\Rightarrow\quad
r'=r\sqrt{1-\frac{2g}{r}} .
$$

For $g\ll r$, the expansion $\sqrt{1-u}\approx1-u/2-u^2/8$ with $u=2g/r$ gives

$$
r-r'\approx g+\frac{g^2}{2r}.
$$

The second term is the extra thickness per cycle. Since $r$ falls by about $g$ per cycle, summing over cycles amounts to integrating over $r$ with $dN\approx-dr/g$:

$$
\Delta\approx\int_r^{D/2}\frac{g^2}{2r''}\,\frac{dr''}{g}=\frac g2\ln\frac{D}{2r}.
$$

The extra film grows without limit in this approximation as $r\to0$, so it matters most at the closing mouth. Applying the unexpanded rule cycle by cycle, 450 cycles pass before the closing one, instead of 454. The body is then 9.77 nm wide.

The fair comparison is with the 9.20 nm found in (a) at the same stage, just before the closing cycle. The shift is 0.57 nm, and it has two parts. Four lost cycles leave the body $4\times0.20=0.80$ nm wider. The extra film in the body, $\Delta\approx0.05\ln(50/4.89)=0.116$ nm on each side, takes back 0.23 nm.

This treats the mouth as a long cylinder and neglects its curvature along the axis. It also applies a continuous film to an opening of atomic size, so the shift is an estimate of scale. The figure depends, too, on where the whole cycles happen to fall: for initial diameters within half a nanometre of 100 nm, the same rule loses either three or four cycles and gives a shift of about 0.37 or 0.57 nm accordingly. It should not be added to the shifts in (d), since each assumes that the other effects are absent.

### The model beside a real process

A growth of about 0.1 nm per cycle and a temperature near 500 K are typical of alumina from trimethylaluminium and water. The 0.1 Torr and 1 s are plausible round values, and they vary between reactors. Ideal self-limiting growth would give nearly equal rates at mouth and body; a ten percent excess at the mouth could arise, for example, if incomplete purging lets the two reactants meet there. Among the effects estimated here, the assumption that fails by most is that of constant growth in the body until closure. For the stated pulse and geometry, its failure moves the width at the deep end from 9.1 nm to about 12 nm. That figure assumes perfect sticking and point-like molecules and ignores any shortage of water, so it is itself rough. The 9.1 nm is the consequence of the two stated rates, and a process with a limited dose should be expected to leave a wider cavity. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
initial hole diameter: 100 nm
growth at mouth, below: 0.11, 0.10 nm/cycle
ratio of rates, below/mouth: 0.9091
cycles to closure (continuous): 454.55
body film at closure: 45.45 nm
trapped cavity width: 9.09 nm = 90.9 angstrom
cavity share of original cross-section: 0.83 %
whole cycles before closing cycle: 454
mouth opening then: 0.12 nm
body width then: 9.20 nm
body width after one more full cycle: 9.00 nm
front solution, mouth rate 0.11 nm/cycle:
  closure 454.55 cycles, width 9.09 nm
  width from formula 9.09 nm
  roof radius 5 nm down: 2.29 nm; formula 2.29 nm
  floor film 45.45 nm
front solution, mouth rate 0.12 nm/cycle:
  closure 416.67 cycles, width 16.67 nm
  width from formula 16.67 nm
  roof radius 5 nm down: 3.32 nm; formula 3.32 nm
  floor film 41.67 nm
roof tilt angle: 24.6 degrees
height of conical roof: 9.9 nm
mouth zone, body length: 50, 1000 nm
cavity length on axis: 954.5 nm
width change for 1 % change of ratio: 0.91 nm
molecule size (rough): 0.6 nm
cavity width if sealed at molecule size: 9.64 nm
precursor pressure: 0.1 Torr
temperature, pulse: 500 K, 1 s
film density (rough): 3.0 g/cm3
precursor uptake per cycle: 3.54 molecules/nm2
precursor flux: 1.850e+05 molecules/(nm2 s)
mean free path: 324 um
mouth opening when deep end starves: 3.64 nm
body width when deep end starves: 12.40 nm
coating time at molecule-size opening: 131 s
neck transmission, simple formula: 0.0884
neck transmission, wall exchange: 0.0831
curvature model, cycles before closing: 450
curvature model, body width then: 9.77 nm
```
